# Chudley–Elliott Linewidth for Dilute Hydrogen on fcc Octahedral Sites: a program that tests the result

```python
"""Quasielastic neutron linewidth of dilute hydrogen on fcc octahedral sites.

Result under test (half-width at half-maximum, in energy):
  Gamma(Q) = (hbar/tau) * [1 - (cx*cy + cy*cz + cz*cx)/3],  ci = cos(Qi*a/2)
  Gamma(Q) -> hbar*D*Q^2 for a*Q << 1,  with D = a^2/(12*tau)
a: cubic edge, tau: mean residence time, D: self-diffusion coefficient,
hbar*Q: momentum transfer. Program units: nm, ps, micro-eV, K.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq

# ---------- inputs: rough typical values for dilute hydrogen in palladium
a = 0.39                  # nm
temperature = 600.0       # K
prefactor = 3.0e-3        # cm^2/s
activation = 0.23         # eV
vibration = 0.07          # eV, local vibration quantum
filling = 0.01            # hydrogen per octahedral site
second_share = 0.05       # assumed share of second-neighbour jumps

hbar = const.hbar / const.e * 1e18              # micro-eV ps
kT = const.k * temperature / const.e            # eV
D_cm = prefactor * np.exp(-activation / kT)     # cm^2/s
D = D_cm * 100.0                                # nm^2/ps
tau = a**2 / (12 * D)                           # ps
unit_width = hbar / tau                         # micro-eV


def width(Q):
    """Closed formula, micro-eV; Q in 1/nm, last axis Cartesian."""
    c = np.cos(np.asarray(Q, float) * a / 2)
    x, y, z = c[..., 0], c[..., 1], c[..., 2]
    return unit_width * (1 - (x * y + y * z + z * x) / 3)


# ---------- geometry from coordinates, in units of a/2
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
metal = np.array(list(itertools.product(range(-4, 5), repeat=3))) @ primitive
home = np.array([1, 0, 0])
octahedral = metal + home
metal_d2 = ((metal - home)**2).sum(axis=1)
assert metal_d2.min() == 1 and (metal_d2 == 1).sum() == 6
separation = octahedral - home
sep_d2 = (separation**2).sum(axis=1)
shells = np.unique(sep_d2)
jumps = separation[sep_d2 == shells[1]]
jumps_second = separation[sep_d2 == shells[2]]
jump_length = np.sqrt(shells[1]) * a / 2
assert len(jumps) == 12 and len(jumps_second) == 6
assert np.isclose(jump_length, a / np.sqrt(2))

# ---------- master equation on a periodic 4a x 4a x 4a crystal, time in tau
sites = np.unique(octahedral % 8, axis=0)
index = {tuple(r): i for i, r in enumerate(sites)}
n_sites = len(sites)
assert n_sites == 256
generator = -np.eye(n_sites)
for i, r in enumerate(sites):
    for s in jumps:
        generator[index[tuple((r + s) % 8)], i] += 1 / 12
assert np.allclose(generator, generator.T)
rates, modes = np.linalg.eigh(generator)
start = index[tuple(home)]
times = np.linspace(0, 100, 10001)
decays = np.exp(np.outer(times, rates))
lattice_results = []
for hkl in [(1, 0, 0), (1, 2, 3), (1, 1, 0)]:
    Q = 2 * np.pi / (4 * a) * np.array(hkl)
    phase = np.cos((sites - home) @ Q * a / 2)
    correlation = decays @ ((phase @ modes) * modes[start])
    expected = width(Q) / unit_width
    assert np.allclose(correlation, np.exp(-expected * times), atol=1e-9)

    def spectrum(w):
        return simpson(np.cos(w * times) * correlation, x=times) / np.pi

    peak = spectrum(0.0)
    half = brentq(lambda w: spectrum(w) - peak / 2, 0.0, 5.0)
    assert abs(half / expected - 1) < 1e-5
    # the whole line shape is Lorentzian, not only its half-height point
    for w in (0.3, 1.1, 2.5):
        lorentz = expected / (w**2 + expected**2) / np.pi
        assert abs(spectrum(w) - lorentz) < 1e-6
    lattice_results.append((hkl, half * unit_width, width(Q)))

# ---------- random walk with drawn waiting times and thermal displacements
proton = const.m_p
omega = vibration * const.e / const.hbar
u2 = const.hbar / (2 * proton * omega) / np.tanh(vibration / (2 * kT)) * 1e18
rng = np.random.default_rng(7)
walkers = 200000
t_obs = tau
position = np.zeros((walkers, 3))
clock = rng.exponential(tau, walkers)
active = np.flatnonzero(clock < t_obs)
while active.size:
    position[active] += jumps[rng.integers(12, size=active.size)] * a / 2
    clock[active] += rng.exponential(tau, active.size)
    active = active[clock[active] < t_obs]
r2 = (position**2).sum(axis=1)
D_walk = r2.mean() / (6 * t_obs)
D_error = r2.std() / np.sqrt(walkers) / (6 * t_obs)
assert abs(D_walk - D) < 5 * D_error
Q_walk = np.array([9.0, 5.0, -4.0])
hop_decay = np.exp(-width(Q_walk) * t_obs / hbar)
sample = np.cos(position @ Q_walk)
assert abs(sample.mean() - hop_decay) < 5 * sample.std() / np.sqrt(walkers)
shake = rng.normal(0, np.sqrt(u2), (2, walkers, 3))
shaken = np.cos((position + shake[1] - shake[0]) @ Q_walk)
shaken_formula = np.exp(-Q_walk @ Q_walk * u2) * hop_decay
shaken_error = shaken.std() / np.sqrt(walkers)
assert abs(shaken.mean() - shaken_formula) < 5 * shaken_error

# ---------- small-Q expansion by symbolic differentiation (a = tau = 1)
q, nx, ny, nz = sp.symbols("q nx ny nz", real=True)
bracket = 1 - sum(
    sp.cos(q * (int(s[0]) * nx + int(s[1]) * ny + int(s[2]) * nz) / 2)
    for s in jumps) / 12
second = sp.diff(bracket, q, 2).subs(q, 0) / 2
fourth = sp.diff(bracket, q, 4).subs(q, 0) / 24
norm2 = nx**2 + ny**2 + nz**2
assert sp.expand(second - norm2 / 12) == 0
quartic = 3 * norm2**2 - (nx**4 + ny**4 + nz**4)
assert sp.expand(fourth + quartic / 1152) == 0

# ---------- bounds, maximum and zeros of the width
Q_random = rng.uniform(-30, 30, (50000, 3))
Q2 = (Q_random**2).sum(axis=1)
K = (Q_random**4).sum(axis=1) / Q2**2
deficit = 1 - width(Q_random) / (hbar * D * Q2)
assert deficit.min() > -1e-9
assert np.all(deficit <= (3 - K) * a**2 * Q2 / 96 + 1e-9)
Q_edge = 2 * np.pi / a
edge_width = width([Q_edge, 0, 0])
assert width(Q_random).max() <= edge_width * (1 + 1e-12)
assert np.isclose(edge_width, 4 / 3 * unit_width)
assert abs(width([Q_edge, Q_edge, Q_edge])) < 1e-9 * unit_width

# ---------- polycrystal: average over directions
nodes, weights = np.polynomial.legendre.leggauss(32)
phi = 2 * np.pi * np.arange(64) / 64
sin_theta = np.sqrt(1 - nodes**2)
directions = np.stack([np.outer(sin_theta, np.cos(phi)),
                       np.outer(sin_theta, np.sin(phi)),
                       np.outer(nodes, np.ones(64))], axis=-1)
solid = np.outer(weights, np.ones(64)) / 128
powder = []
for Qp in (1.0, 10.0, 20.0):
    g = width(Qp * directions)
    mean_width = (solid * g).sum()
    x = Qp * jump_length
    assert np.isclose(mean_width, unit_width * (1 - np.sin(x) / x), rtol=1e-8)

    def powder_line(E):
        return (solid * g / (E**2 + g**2)).sum()

    top = powder_line(0.0)
    powder_half = brentq(lambda E: powder_line(E) - top / 2, 0, 10 * unit_width)
    powder.append((Qp, mean_width, powder_half))
assert abs(powder[0][2] / (hbar * D) - 1) < 0.01

# ---------- where the small-Q law is wrong by one per cent
axes = {"100": np.array([1.0, 0, 0]),
        "110": np.array([1.0, 1, 0]) / np.sqrt(2),
        "111": np.array([1.0, 1, 1]) / np.sqrt(3)}
limit = {}
for name, n in axes.items():
    limit[name] = brentq(
        lambda Qm: 1 - width(Qm * n) / (hbar * D * Qm**2) - 0.01, 0.1, 5)
    estimate = np.sqrt(0.96 / (3 - (n**4).sum())) / a
    assert abs(limit[name] / estimate - 1) < 0.01

# ---------- second-neighbour jumps mixed in at the same D


def mixed_width(Q):
    p = second_share
    near = 1 - np.cos(jumps @ Q * a / 2).mean()
    far = 1 - np.cos(jumps_second @ Q * a / 2).mean()
    mean_s2 = ((1 - p) * shells[1] + p * shells[2]) * a**2 / 4
    return hbar * 6 * D / mean_s2 * ((1 - p) * near + p * far)


def mixed_ratio(Qm):
    Q = np.array([Qm, 0.0, 0.0])
    return mixed_width(Q) / width(Q)


assert abs(mixed_ratio(0.1) - 1) < 1e-4
assert abs(mixed_ratio(1.0) - 1) < 2e-3
assert mixed_ratio(Q_edge) < 0.95

# ---------- sizes of other neglected effects
speed = np.sqrt(const.k * temperature / proton) * 1e-3     # nm/ps
flight = jump_length / speed                             # ps
asymmetry = edge_width * 1e-6 / (2 * kT)

print("INPUTS (rough typical, dilute H in Pd)")
print(f"cubic edge a = {a:.2f} nm, temperature = {temperature:.0f} K")
print(f"diffusion prefactor = {prefactor:.1e} cm2/s")
print(f"activation energy = {activation:.2f} eV, kT = {kT:.5f} eV")
print(f"local vibration quantum = {vibration:.2f} eV")
print("DERIVED")
print(f"jump length = {jump_length:.4f} nm, jump directions = {len(jumps)}")
print(f"D = {D_cm:.4e} cm2/s = {D:.4e} nm2/ps")
print(f"residence time tau = {tau:.4f} ps")
print(f"hbar = {hbar:.3f} micro-eV ps, hbar/tau = {unit_width:.3f} micro-eV")
print("HALF-WIDTH ALONG [100]: Q (1/nm), Gamma, hbar D Q^2 (micro-eV), ratio")
for Qm in (1.0, 2.0, 3.0, 5.0, 10.0, Q_edge):
    g100, law = width([Qm, 0, 0]), hbar * D * Qm**2
    print(f"  {Qm:7.3f} {g100:10.4f} {law:10.4f} {g100 / law:8.5f}")
print("DIRECTION: Gamma at Q = 10 1/nm (micro-eV); Q of 1% error (1/nm)")
for name, n in axes.items():
    print(f"  [{name}] {width(10 * n):10.4f} {limit[name]:8.4f}")
print("POLYCRYSTAL: Q (1/nm), mean Gamma, half-width of line (micro-eV)")
for Qp, mean_width, powder_half in powder:
    print(f"  {Qp:5.1f} {mean_width:10.4f} {powder_half:10.4f}")
print("LATTICE TEST: Q in 2pi/(4a), half-width found, formula (micro-eV)")
for hkl, found, formula in lattice_results:
    print(f"  {hkl} {found:10.4f} {formula:10.4f}")
print(f"RANDOM WALK, {walkers} walkers, observed for one tau")
print(f"D from walk = {D_walk / 100:.4e} +- {D_error / 100:.1e} cm2/s")
print(f"Q = (9,5,-4) 1/nm: I from walk = {sample.mean():.4f}, "
      f"formula = {hop_decay:.4f}")
print(f"with vibration: walk = {shaken.mean():.4f}, "
      f"formula = {shaken_formula:.4f}")
print("NEGLECTED EFFECTS")
print(f"site blocking at filling {filling:.2f}: about {100 * filling:.1f} % "
      "fewer jumps")
print(f"thermal speed = {speed:.3f} nm/ps, flight time = {flight:.4f} ps")
print(f"flight time / tau = {100 * flight / tau:.2f} %")
print(f"detailed-balance tilt at zone-edge Gamma = {100 * asymmetry:.3f} %")
print(f"mean square vibration per axis = {u2:.3e} nm2")
for Qm in (3.0, Q_edge):
    print(f"intensity factor at Q = {Qm:.3f} 1/nm: {np.exp(-Qm**2 * u2):.4f}")
print(f"second-neighbour share {100 * second_share:.0f} % at fixed D, [100]:")
for Qm in (1.0, Q_edge):
    print(f"  width ratio at Q = {Qm:.3f} 1/nm: {mixed_ratio(Qm):.5f}")
print("all good")
```

Output:

```
INPUTS (rough typical, dilute H in Pd)
cubic edge a = 0.39 nm, temperature = 600 K
diffusion prefactor = 3.0e-03 cm2/s
activation energy = 0.23 eV, kT = 0.05170 eV
local vibration quantum = 0.07 eV
DERIVED
jump length = 0.2758 nm, jump directions = 12
D = 3.5092e-05 cm2/s = 3.5092e-03 nm2/ps
residence time tau = 3.6119 ps
hbar = 658.212 micro-eV ps, hbar/tau = 182.232 micro-eV
HALF-WIDTH ALONG [100]: Q (1/nm), Gamma, hbar D Q^2 (micro-eV), ratio
    1.000     2.3025     2.3098  0.99684
    2.000     9.1226     9.2392  0.98739
    3.000    20.2020    20.7881  0.97180
    5.000    53.3127    57.7447  0.92325
   10.000   166.4603   230.9788  0.72067
   16.111   242.9757   599.5185  0.40528
DIRECTION: Gamma at Q = 10 1/nm (micro-eV); Q of 1% error (1/nm)
  [100]   166.4603   1.7800
  [110]   156.8461   1.5933
  [111]   148.4705   1.5416
POLYCRYSTAL: Q (1/nm), mean Gamma, half-width of line (micro-eV)
    1.0     2.3010     2.3010
   10.0   157.4834   157.2839
   20.0   205.1789   194.3987
LATTICE TEST: Q in 2pi/(4a), half-width found, formula (micro-eV)
  (1, 0, 0)    35.5830    35.5830
  (1, 2, 3)   212.6037   212.6037
  (1, 1, 0)    65.9549    65.9549
RANDOM WALK, 200000 walkers, observed for one tau
D from walk = 3.5086e-05 +- 1.0e-07 cm2/s
Q = (9,5,-4) 1/nm: I from walk = 0.3875, formula = 0.3888
with vibration: walk = 0.3645, formula = 0.3657
NEGLECTED EFFECTS
site blocking at filling 0.01: about 1.0 % fewer jumps
thermal speed = 2.225 nm/ps, flight time = 0.1239 ps
flight time / tau = 3.43 %
detailed-balance tilt at zone-edge Gamma = 0.235 %
mean square vibration per axis = 5.028e-04 nm2
intensity factor at Q = 3.000 1/nm: 0.9955
intensity factor at Q = 16.111 1/nm: 0.8776
second-neighbour share 5 % at fixed D, [100]:
  width ratio at Q = 1.000 1/nm: 0.99910
  width ratio at Q = 16.111 1/nm: 0.90476
all good
```
